\section*{Polarisation of broadside thermal emission from a thin cylinder}

\section*{Problem}

A long straight cylinder of radius $a$ stands in vacuum at uniform temperature $T$. It is homogeneous, isotropic and nonmagnetic, with local relative permittivity $\varepsilon=\varepsilon'+i\varepsilon''$. Fields vary as $e^{-i\omega t}$, so loss means $\varepsilon''>0$. Write $k=\omega/c$ and $x=ka\ll1$. A distant detector looks at the cylinder at right angles to its axis and measures thermal emission at frequency $\omega$ through a polariser.

\begin{enumerate}
\item[(a)] Express the emission in each polarisation through the electric field that an incoming plane wave produces inside the cylinder.
\item[(b)] Show that, in the quasistatic limit, axial and transverse emission are in the ratio $|\varepsilon+1|^2/4$. For which $\varepsilon$ is axial emission the stronger?
\item[(c)] How small must $x$ be?
\item[(d)] Evaluate the ratio for a silicon carbide nanowire of radius 25 nm at 850 cm$^{-1}$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Thermal currents at different points, and along different axes, are uncorrelated. Their strength is fixed by the fluctuation--dissipation theorem.
\item Do not compute the radiation of each current separately. Put a test dipole at the detector and use reciprocity.
\item A static field has no curl. What does this say about an axial field that does not vary along the axis?
\item For a transverse field, solve Laplace's equation with a $\cos\varphi$ dependence.
\item For (c), ask which small internal fields are left out by electrostatics, and whether surface charge screens them.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Emission from the internal field}

Let $S$ be the one-sided spectral density of the thermal current, so that mean squares follow by integrating over $\omega>0$. The cross-spectral density of $j_i(\mathbf r)$ and $j_m(\mathbf r')$ is $S\,\delta_{im}\,\delta(\mathbf r-\mathbf r')$, with
\begin{equation}
S=\frac{2}{\pi}\,\omega\varepsilon_0\varepsilon''\Theta,\qquad
\Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
This is the fluctuation--dissipation theorem without its zero-point part, which delivers no net power to a detector.

Place a test current element of moment $p\,\mathbf e$ (current times length) at the detector, at distance $r$, with $\mathbf e$ along the polariser. Near the cylinder its unperturbed field is a plane wave of amplitude
\begin{equation}
E_0=\frac{i\omega\mu_0e^{ikr}}{4\pi r}\,p .
\end{equation}
With the cylinder present, the field inside is $E_0\mathbf f$, where $\mathbf f$ is the response to a unit plane wave. Reciprocity holds because the permittivity is a scalar. It equates $p\,\mathbf e\cdot\mathbf E_{\rm det}$ with $\int\mathbf j\cdot E_0\mathbf f\,dV$. Dividing by $p$,
\begin{equation}
\mathbf e\cdot\mathbf E_{\rm det}=\frac{i\omega\mu_0e^{ikr}}{4\pi r}\int\mathbf j\cdot\mathbf f\,dV .
\end{equation}

Now square and average. The delta functions reduce the double integral to $S\int|\mathbf f|^2dV=SL\int|\mathbf f|^2dA$ for a length $L$, end effects being neglected. The intensity is the mean-square field divided by $Z_0=\mu_0c$, and multiplying by $r^2$ gives power per solid angle:
\begin{align}
\frac{dP}{d\omega\,d\Omega}
&=\frac{\omega^2\mu_0^2}{16\pi^2\mu_0c}\;\frac{2}{\pi}\omega\varepsilon_0\varepsilon''\Theta\;L\int|\mathbf f|^2dA\notag\\
&=\frac{\omega^3\varepsilon''\Theta}{8\pi^3c^3}\,L\int|\mathbf f|^2dA
=\frac{\omega^2\Theta}{8\pi^3c^2}\,L\,C,
\end{align}
where $\mu_0\varepsilon_0=1/c^2$ was used and
\begin{equation}
C=k\varepsilon''\int|\mathbf f|^2dA .
\label{width}
\end{equation}

The factor $\omega^2\Theta/(8\pi^3c^2)$ is the blackbody radiance in one polarisation. The length $C$ is also the absorption width. For an incident peak amplitude $E_0$, the absorbed power per length is $\tfrac12\omega\varepsilon_0\varepsilon''|E_0|^2\int|\mathbf f|^2dA$ and the incident intensity is $|E_0|^2/(2Z_0)$. Their quotient is (\ref{width}), since $\omega\varepsilon_0Z_0=k$. This is Kirchhoff's law for the present geometry.

\subsection*{(b) The two polarisations}

\emph{Axial.} At broadside nothing varies along $z$. A curl-free field then has $\partial_xE_z=\partial_zE_x=0$, and likewise for $y$, so $E_z$ is the same inside and outside. Hence $f=1$ and
\begin{equation}
C_\parallel=\pi ka^2\varepsilon'' .
\end{equation}

\emph{Transverse.} Let the unit field point along $\varphi=0$. The potentials that are regular on the axis and tend to the applied field far away are
\begin{equation}
\Phi_{\rm in}=-f\rho\cos\varphi,\qquad
\Phi_{\rm out}=\left(-\rho+\frac{D}{\rho}\right)\cos\varphi .
\end{equation}
Continuity of $\Phi$ at $\rho=a$ gives $-fa=-a+D/a$, so $D/a^2=1-f$. Continuity of $\varepsilon\,\partial_\rho\Phi$ gives
\begin{equation}
-\varepsilon f=-1-\frac{D}{a^2}=-2+f
\quad\Longrightarrow\quad f=\frac{2}{\varepsilon+1}.
\end{equation}
The field is uniform, so (\ref{width}) yields
\begin{equation}
C_\perp=\pi ka^2\varepsilon''\,\frac{4}{|\varepsilon+1|^2}.
\end{equation}

The factor $\pi ka^2\varepsilon''$ is common to both widths, and the blackbody radiance to both emissions. They cancel in the ratio:
\begin{equation}
R=\frac{C_\parallel}{C_\perp}=\frac{|\varepsilon+1|^2}{4}.
\label{ratio}
\end{equation}
The thermal currents themselves have no preferred direction. At broadside only the part of the current that is uniform along the axis contributes. The transverse component of this part leaves charge on the surface, whose field alters the radiating dipole. The axial component leaves none.

Axial emission is the stronger if and only if $|\varepsilon+1|>2$, that is, outside a disc of radius 2 about $\varepsilon=-1$ in the complex plane. Every lossy material with $\varepsilon'\ge1$ satisfies this. As $\varepsilon\to1$ the screening vanishes and $R\to1$.

\subsection*{(c) How small must $x$ be?}

\emph{Eddy currents.} A wave with transverse $\mathbf E$ has its magnetic field along the axis, with $B=E_0/c$. Faraday's law on a circle of radius $\rho$ reads $2\pi\rho E_\varphi=i\omega\pi\rho^2B$, so this part of the internal field is $|f_\varphi|=k\rho/2$. It closes on itself, meets no surface and is not screened. Its cross term with the uniform field vanishes on averaging over angle, and
\begin{equation}
\int\frac{k^2\rho^2}{4}\,dA=\frac{k^2}{4}\,2\pi\,\frac{a^4}{4}=\pi a^2\,\frac{x^2}{8}.
\end{equation}
Divided by the dipole value $4\pi a^2/|\varepsilon+1|^2$, this adds to transverse emission the fraction
\begin{equation}
\eta=\frac{|\varepsilon+1|^2x^2}{32},
\label{eddy}
\end{equation}
provided $|\varepsilon|x^2\ll1$, so that the magnetic field penetrates. For $\varepsilon=-200+50i$ and $x=0.005$, (\ref{eddy}) gives 3.29\%, and a full solution of Maxwell's equations gives 3.28\%.

\emph{Axial self-field.} The axial polarisation radiates a field back onto the cylinder. To first order the added internal field is
\begin{equation}
\delta f=k^2(\varepsilon-1)\int\frac i4H_0^{(1)}(kd)\,dA',
\end{equation}
where $d$ is the distance between source and field point. For small argument, $H_0^{(1)}(kd)\simeq1+(2i/\pi)[\ln(kd/2)+\gamma]$, with $\gamma$ Euler's constant. The mean of $\ln(d/a)$ over both points is needed. Averaged over angle, $\ln d$ equals the logarithm of the larger radius. For two uniformly distributed points, $s=(\rho_{\max}/a)^2$ has probability density $2s$, so the mean is $\int_0^1\tfrac12\ln s\;2s\,ds=-\tfrac14$. Therefore
\begin{equation}
\overline{\delta f}=\frac{(\varepsilon-1)x^2}{2}\left[\ln\frac2x-\gamma+\frac14+\frac{i\pi}2\right],
\qquad
\frac{\delta C_\parallel}{C_\parallel}=2\,{\rm Re}\,\overline{\delta f}.
\label{self}
\end{equation}

The ratio (\ref{ratio}) thus needs both $|\varepsilon-1|x^2\ln(1/x)\ll1$ and $|\varepsilon+1|^2x^2/32\ll1$. For large $|\varepsilon|$ the second condition requires $|\varepsilon|x$ to be small compared with $\sqrt{32}$, which for $|\varepsilon|>32$ is stricter than $\sqrt{|\varepsilon|}\,x\ll1$, a cylinder thin compared with the wavelength inside it. At an error level of 5\% the axial condition is the one that fails first up to $|\varepsilon|$ of order 200 (away from $\varepsilon=-1$), and the eddy condition beyond. Near $\varepsilon=-1$ the transverse field is resonant, and a further condition applies: $|\varepsilon+1|$ must be large compared with $x^2\ln(1/x)$ (see Variation 1).

\subsection*{(d) A silicon carbide nanowire}

Cubic silicon carbide is described near its lattice resonance by
\begin{equation}
\varepsilon(\nu)=\varepsilon_\infty\left[1+\frac{\nu_L^2-\nu_T^2}{\nu_T^2-\nu^2-i\Gamma\nu}\right],
\end{equation}
with the rough typical values $\varepsilon_\infty=6.5$, $\nu_T=797$, $\nu_L=973$ and $\Gamma=5$ cm$^{-1}$. At $\nu=850$ cm$^{-1}$ this gives $\varepsilon=-16.64+1.13i$, and a radius of 25 nm gives $x=0.01335$. Then
\begin{equation}
R=\frac{(15.64)^2+(1.13)^2}{4}\approx61.5 .
\end{equation}
The degree of polarisation is $(R-1)/(R+1)=0.97$. The digits of $R$ belong to the chosen parameters: lowering both modes by 1 cm$^{-1}$ gives 58, and $\varepsilon_\infty$ between 6.4 and 6.7 gives about 59 to 66. The widths are
\begin{align}
C_\parallel&=\pi x a\varepsilon''=\pi(0.01335)(25\ {\rm nm})(1.127)\approx1.18\ {\rm nm},\\
C_\perp&=(0.1275)^2\,C_\parallel\approx0.0192\ {\rm nm},
\end{align}
where $0.1275=|2/(\varepsilon+1)|$. At 400 K the one-polarisation radiance is 0.180 W/(m$^2$ sr cm$^{-1}$). With end effects neglected, a 10 $\mu$m length of wire therefore emits 2.13 fW/(sr cm$^{-1}$) polarised along its axis and 0.035 fW/(sr cm$^{-1}$) across it.

A full-wave calculation for the infinite wire gives $R=60.4$, which is 1.7\% below the static value. Most of the change is axial: $C_\parallel$ falls by 1.49\%, against 1.50\% from (\ref{self}). $C_\perp$ rises by 0.23\%, of which (\ref{eddy}) accounts for 0.14\%.

Finite radius is not the main uncertainty for a real wire. At the same wavenumber, an assumed softening of both lattice modes by 3 cm$^{-1}$ on heating, with $\Gamma$ raised to 7 cm$^{-1}$, lowers the static ratio to 52. Free carriers, added as a Drude term with assumed mass $0.35\,m_e$ and damping 300 cm$^{-1}$, change it to 61.7 at $10^{17}$ per cm$^3$, to 64 at $10^{18}$ and to about 90 at $10^{19}$. In a static spheroid of the same length and radius, the squared axial field differs from that in the infinite cylinder by 0.4\%. That figure does not bound the end effects of a real wire: the length is comparable to the wavelength of 11.8 $\mu$m, and for $\varepsilon'<-1$ blunt ends can excite surface waves that run along the wire. Here such a wave has a wavelength of about 0.56 $\mu$m and its amplitude decays over about 1.9 $\mu$m. An approximate finite-wire calculation, with the polarisation taken as uniform over each cross-section, gives an axial emission roughly 30\% above the value quoted for 10 $\mu$m with end effects neglected. Since the transverse emission changes by only about 2\%, the ends raise the ratio by a similar amount. The assumption of a bare surface can matter as much or more, depending on the skin, and Variation 2 takes it up.

\section*{Variation 1: where transverse emission wins}

\emph{In what spectral range does the same wire emit more strongly across its axis, and by how much at most near $\varepsilon'=-1$?}

The condition $|\varepsilon+1|<2$ holds from 921 to 1002 cm$^{-1}$. Inside this window, $\varepsilon'=-1$ at 951.4 cm$^{-1}$, where $\varepsilon''=0.132$. There the real part of $\varepsilon+1$ vanishes and
\begin{equation}
R=\frac{\varepsilon''^2}{4}=\frac{(0.1322)^2}{4}\approx0.0044 .
\end{equation}
With end effects neglected, transverse emission is about 230 times the axial, a figure that varies as the inverse square of the assumed damping. It applies to undoped material: with the Drude term of (d) the peak falls to about 206 at $10^{17}$ and 96 at $10^{18}$ carriers per cm$^3$. A static solution for an undoped blunt wire 10 $\mu$m long gives about 215. This is the surface resonance of the cylinder: the charge left by a transverse current now enhances its dipole instead of screening it. The full-wave ratio is also 0.0044.

The static width at this point is $C_\perp=4\pi ka^2/\varepsilon''$, which grows without limit as the loss falls. The formula therefore fails once $\varepsilon''$ is no longer large compared with the neglected retardation terms, of order $x^2\ln(1/x)$. Here these are about $10^{-3}$, well below 0.132.

Below the lattice band the preference is axial again. At 700 cm$^{-1}$, $\varepsilon=20.4+0.34i$ and $R\approx115$.

\section*{Variation 2: a thin lossy skin}

\emph{The wire at 850 cm$^{-1}$ acquires a skin 1 nm thick, with assumed permittivity $\varepsilon_s=2+0.3i$ (an illustrative value for a lossy dielectric, not data for a particular oxide). Estimate the new ratio.}

The skin occupies $(1.04^2-1)=0.0816$ of the core's cross-section. In the axial case $f=1$ in both materials, so $\varepsilon''$ is replaced by
\begin{equation}
1.127+0.0816\times0.3=1.151 .
\end{equation}

For the transverse case, keep the core field $f=2/(\varepsilon+1)$ of the bare wire. In the skin the tangential field is continuous, while the normal field is larger by $\varepsilon/\varepsilon_s$. Averaging $\cos^2\varphi$ and $\sin^2\varphi$ over angle,
\begin{equation}
\overline{|\mathbf f_s|^2}=\frac12\,\frac{4}{|\varepsilon+1|^2}\left(1+\frac{|\varepsilon|^2}{|\varepsilon_s|^2}\right)\approx0.56,
\end{equation}
against $|f|^2=0.0163$ in the core. The transverse sum is
\begin{equation}
1.127\times0.0163+0.0816\times0.3\times0.56\approx0.0184+0.0137=0.0321,
\end{equation}
and $R\approx1.151/0.0321\approx36$. The static solution for the coated cylinder, which also includes the change of the core field, gives 35.

The skin is screened from transverse fields far less than the core, so a layer with 8\% of the core's area supplies some 40\% of the transverse emission. The value 61 in (d) therefore applies to a bare wire with end effects neglected; a skin with these assumed properties lowers it by some 40\%. The drop depends on the assumed skin: $\varepsilon_s=2+0.1i$ gives $R\approx48$ and $\varepsilon_s=3+0.3i$ gives $R\approx44$.

\section*{Computed results}
\begin{verbatim}
radius: 25 nm; length: 10 um
temperature: 400 K
high-frequency permittivity: 6.5
TO, LO, damping: 797, 973, 5 cm^-1
main wavenumber: 850 cm^-1
main wavelength: 11.76 um
size parameter x: 0.01335
permittivity: -16.642 + 1.127 i
transverse internal field |2/(eps+1)|: 0.1275
axial width, static: 1.1815 nm
transverse width, static: 0.01922 nm
ratio R, static: 61.49
degree of polarisation (R-1)/(R+1): 0.9680
one-polarisation radiance: 0.1804 W/(m^2 sr cm^-1)
axial emission: 2.1316 fW/(sr cm^-1)
transverse emission: 0.03467 fW/(sr cm^-1)
ratio R, full wave: 60.43
full/static ratio change: -1.71 %
axial width change, full: -1.488 %
axial width change, formula: -1.504 %
transverse width change, full: 0.229 %
eddy share, formula: 0.137 %
relative shift, 3->5 orders and 24->48 nodes: 8.9e-16
eddy test: eps -200 + 50 i, x 0.005
eddy test share, full and formula: 3.283, 3.289 %
below band: wavenumber 700.00 cm^-1
below band: permittivity 20.436 + 0.3359 i
below band: R static 114.91, full 115.97
surface resonance: wavenumber 951.37 cm^-1
surface resonance: permittivity -1.000 + 0.1322 i
surface resonance: R static 0.0043681, full 0.0043781
transverse/axial at resonance, static: 228.9
transverse wins from 921.1 to 1001.6 cm^-1
spheroid depolarisation factor: 1.248e-04
axial change from finite length: 0.44 %
assumed mode shift: -3 cm^-1; damping: 7 cm^-1
R with warm lattice: 51.82
assumed carrier density: 1e+17 cm^-3; mass: 0.35 m_e
carrier damping: 300 cm^-1; plasma wavenumber: 160.1 cm^-1
R with carriers: 61.74
assumed skin: 1 nm, permittivity 2.0 + 0.3 i
R with oxide skin: 34.98
\end{verbatim}
